# Length and velocity forms of plane-wave photoionization of hydrogen

## Problem

A hydrogen atom in its 1s state absorbs one linearly polarized photon. The nucleus is fixed at the origin, the motion is nonrelativistic, and the dipole approximation holds. The ejected electron is described by a plane wave $e^{i\mathbf k\cdot\mathbf r}$, so its attraction to the proton is ignored after the absorption.

The coupling to light can be written with the position operator (length form, $\sigma_L$) or with the momentum operator (velocity form, $\sigma_V$).

1. Find $\sigma_L/\sigma_V$ as a function of photon energy.
2. Evaluate both cross sections for a photon wavelength of 135 Å.
3. Decide what the comparison says about the reliability of either form.

**Conventions.** The algebra is in atomic units, with $\alpha$ the fine-structure constant and $\boldsymbol\epsilon$ the real unit polarization vector. The initial state is $\psi=e^{-r}/\sqrt\pi$, with energy $-1/2$. Plane waves are summed with $d^3k/(2\pi)^3$, and energy conservation reads

$$\omega=\frac{k^2}{2}+\frac12=\frac{1+k^2}{2}.$$

The amplitudes are

$$D=\langle\mathbf k|\boldsymbol\epsilon\cdot\mathbf r|1s\rangle,\qquad P=\langle\mathbf k|\boldsymbol\epsilon\cdot\mathbf p|1s\rangle .$$

For a field of amplitude $F$, the perturbation is $F\,\boldsymbol\epsilon\cdot\mathbf r\cos\omega t$ in the length form. In the velocity form the vector potential has amplitude $F/\omega$, so $\boldsymbol\epsilon\cdot\mathbf p/\omega$ replaces $\boldsymbol\epsilon\cdot\mathbf r$, up to a phase. The absorbing half of the cosine has amplitude $F/2$, and the golden rule gives the length-form rate $2\pi(F/2)^2\sum|D|^2\delta$. The photon flux is $F^2/(8\pi\alpha\omega)$. Dividing rate by flux,

$$\sigma_L=4\pi^2\alpha\,\omega\sum|D|^2\delta,\qquad
\sigma_V=\frac{4\pi^2\alpha}{\omega}\sum|P|^2\delta ,$$

where $\delta$ stands for $\delta(k^2/2+1/2-\omega)$.

## A tempting solution

The Hamiltonian is $H=p^2/2+V$ with $V=-1/r$. Since $V$ commutes with $\mathbf r$, and $[p^2/2,\mathbf r]=-i\mathbf p$, we have

$$\mathbf p=i[H,\mathbf r].$$

Take this between the final state, of energy $k^2/2$, and the initial state, of energy $-1/2$:

$$P=i\left(\frac{k^2}{2}+\frac12\right)D=i\omega D .$$

Then $|P|^2=\omega^2|D|^2$, the two cross sections coincide, and the ratio is 1. It would be enough to evaluate whichever amplitude is easier.

## Where it fails

The commutator is correct. The fault lies in letting $H$ act to the left as if the plane wave were its eigenstate. The plane wave is an eigenstate of the kinetic energy alone:

$$\langle\mathbf k|H=\frac{k^2}{2}\langle\mathbf k|+\langle\mathbf k|V .$$

Keeping the second term,

$$P=i\langle\mathbf k|H\,\boldsymbol\epsilon\cdot\mathbf r-\boldsymbol\epsilon\cdot\mathbf r\,H|1s\rangle
=i\omega D+i\langle\mathbf k|V\,\boldsymbol\epsilon\cdot\mathbf r|1s\rangle .$$

The extra term is not small. For the 1s state, with $\hat{\mathbf r}=\mathbf r/r$,

$$V\mathbf r\,\psi=-\hat{\mathbf r}\,\psi=\nabla\psi ,$$

because the gradient of $e^{-r}$ is $-\hat{\mathbf r}e^{-r}$. Since $\nabla=i\mathbf p$,

$$i\langle\mathbf k|V\,\boldsymbol\epsilon\cdot\mathbf r|1s\rangle
=i\cdot i\,\langle\mathbf k|\boldsymbol\epsilon\cdot\mathbf p|1s\rangle=-P .$$

Therefore $P=i\omega D-P$, or

$$i\omega D=2P .$$

The neglected term is as large as the velocity amplitude itself, at every $k$.

## Correct solution

### The amplitudes

The same relation follows from direct evaluation, which also supplies the cross sections. For any $\lambda>0$, the angular integral of $e^{-i\mathbf k\cdot\mathbf r}$ is $4\pi\sin(kr)/(kr)$, so

$$\int e^{-i\mathbf k\cdot\mathbf r}e^{-\lambda r}d^3r=\frac{4\pi}{k}\int_0^\infty r\sin(kr)\,e^{-\lambda r}dr .$$

From $\int_0^\infty\sin(kr)e^{-\lambda r}dr=k/(\lambda^2+k^2)$, the operation $-d/d\lambda$ brings down the factor $r$ and gives $2\lambda k/(\lambda^2+k^2)^2$. Hence

$$\int e^{-i\mathbf k\cdot\mathbf r}e^{-\lambda r}d^3r=\frac{8\pi\lambda}{(\lambda^2+k^2)^2}.$$

With $\lambda=1$ and the normalization $1/\sqrt\pi$,

$$\phi(k)=\langle\mathbf k|1s\rangle=\frac{8\sqrt\pi}{(1+k^2)^2}.$$

The momentum operator acts to the left on the plane wave and yields $\mathbf k$; the surface term vanishes because $\psi$ decays exponentially. Thus

$$P=(\boldsymbol\epsilon\cdot\mathbf k)\,\phi=\frac{8\sqrt\pi\,(\boldsymbol\epsilon\cdot\mathbf k)}{(1+k^2)^2}.$$

For the length amplitude, $i\nabla_{\mathbf k}e^{-i\mathbf k\cdot\mathbf r}=\mathbf r\,e^{-i\mathbf k\cdot\mathbf r}$, so

$$D=i\,\boldsymbol\epsilon\cdot\nabla_{\mathbf k}\phi
=-\frac{32i\sqrt\pi\,(\boldsymbol\epsilon\cdot\mathbf k)}{(1+k^2)^3}.$$

Multiplication by $i\omega=i(1+k^2)/2$ gives $16\sqrt\pi(\boldsymbol\epsilon\cdot\mathbf k)/(1+k^2)^2=2P$, as before.

### The cross sections

The energy delta function leaves

$$\int\frac{k'^2dk'\,d\Omega}{(2\pi)^3}\,\delta\!\left(\frac{k'^2}{2}+\frac12-\omega\right)=\frac{k}{8\pi^3}\int d\Omega .$$

Since $\int(\boldsymbol\epsilon\cdot\mathbf k)^2d\Omega=4\pi k^2/3$,

$$\sigma_V=\frac{4\pi^2\alpha}{\omega}\,\frac{k}{8\pi^3}\,\frac{4\pi k^2}{3}\,\frac{64\pi}{(1+k^2)^4}
=\frac{128\pi\alpha}{3\omega}\frac{k^3}{(1+k^2)^4}.$$

Inserting $1/\omega=2/(1+k^2)$,

$$\sigma_V=\frac{256\pi\alpha}{3}\frac{k^3}{(1+k^2)^5}.$$

The density of states and the angular integral are common to both forms, and therefore

$$\frac{\sigma_L}{\sigma_V}=\frac{\omega^2\int|D|^2d\Omega}{\int|P|^2d\Omega}=4,\qquad
\sigma_L=\frac{1024\pi\alpha}{3}\frac{k^3}{(1+k^2)^5}.$$

This holds at every photon energy above threshold. At threshold both cross sections vanish, and 4 is the limit of their ratio. Both forms predict the same $\cos^2\theta$ emission pattern about the polarization, so its shape cannot reveal the discrepancy.

### The numbers at 135 Å

The photon energy is 91.840 eV and the binding energy 13.6057 eV, so the electron leaves with 78.234 eV. The ratio of kinetic to binding energy is $k^2$:

$$k^2=\frac{78.234}{13.6057}=5.750,\qquad k=2.398,\qquad 1+k^2=6.750 .$$

With $256\pi\alpha/3=1.956$,

$$\sigma_V=1.956\times\frac{13.79}{6.750^5}=1.925\times10^{-3}$$

in squared bohr. One bohr is 0.529177 Å, which gives

$$\sigma_V=5.39\times10^{-4}\ \text{Å}^2=0.0539\ \text{Mb},$$

$$\sigma_L=2.156\times10^{-3}\ \text{Å}^2=0.2156\ \text{Mb}.$$

For emission along the polarization, $|D|=0.09008\ \text{Å}^{5/2}$, while the velocity amplitude in the same unit, $|P|/(m\omega)$, is $0.04504\ \text{Å}^{5/2}$. Three-dimensional quadrature of the defining integrals gives a cross-section ratio of 4.00000000 at 14, 20 and 91.84 eV.

## What the factor depends on

**The 1s state.** For nuclear charge $Z$, $V\mathbf r\psi=-Z\hat{\mathbf r}\psi$ is again $\nabla\psi$, since $\psi\propto e^{-Zr}$. The factor 4 survives. For a general $s$ state with transform $\phi(k)$, the two amplitude formulas give

$$R=\frac{i\omega D}{P}=-\frac{\omega}{k}\frac{\phi'(k)}{\phi(k)} .$$

The hydrogen 2s state is proportional to $(2-r)e^{-r/2}$. Applying $-d/d\lambda$ to the transform of $e^{-\lambda r}$ gives the transform of $re^{-\lambda r}$, namely $8\pi(3\lambda^2-k^2)/(\lambda^2+k^2)^3$. At $\lambda=1/2$ the combination is

$$\frac{8\pi\left[(k^2+\tfrac14)-(\tfrac34-k^2)\right]}{(k^2+\tfrac14)^3}\propto\frac{4k^2-1}{(4k^2+1)^3}.$$

Its logarithmic derivative is $8k/(4k^2-1)-24k/(4k^2+1)$. With $\omega=k^2/2+1/8=(4k^2+1)/8$,

$$R_{2s}=3-\frac{4k^2+1}{4k^2-1}.$$

The cross-section ratio $R_{2s}^2$ is 3.686 at 91.84 eV and tends to 4 at high energy. It is not constant: it also passes through 4 at $k^2=3/8$, where $R_{2s}=-2$. At $k=1/2$ the velocity amplitude vanishes and the ratio diverges.

**The origin.** Replace $\boldsymbol\epsilon\cdot\mathbf r$ by $\boldsymbol\epsilon\cdot\mathbf r+a$, with the atom left in place. Then $D$ becomes $D+a\phi$. Because $D$ is imaginary and $\phi$ real, the squares add, and after angular integration $\sigma_L$ is multiplied by

$$1+\frac{4\pi a^2\phi^2}{(4\pi/3)\phi'^2}=1+\frac{3a^2(1+k^2)^2}{16k^2}.$$

The velocity form does not change. At 91.84 eV, a shift of 0.5 Å along the polarization raises the ratio from 4 to 9.31. The length-form number therefore has a definite value only after an origin is chosen, here the nucleus.

**Orthogonality.** Exact final states are orthogonal to 1s, which removes the term $a\phi$. One can enforce this by subtracting from the plane wave its 1s component. That cures the dependence on the origin, but it leaves the factor 4: the subtraction changes $D$ and $P$ by multiples of $\langle1s|\mathbf r|1s\rangle$ and $\langle1s|\mathbf p|1s\rangle$, which vanish by parity.

## Which form is closer to the truth?

### Restoring the attraction

With the Coulomb final state, $\langle f|H=E_f\langle f|$ holds, the tempting argument becomes valid, and both forms agree. The velocity form makes the calculation short. The final state is a $p$ wave $u(r)Y_{10}/r$, with energy-normalized $u=\sqrt{2/(\pi k)}\,F_1$, where $F_1$ is the regular Coulomb function:

$$F_1=C\,(kr)^2e^{-ikr}\,{}_1F_1\!\left(2+\tfrac ik;4;2ikr\right),\qquad
C^2=\frac{2\pi}{k}\,\frac{1+k^2}{9k^2}\,\frac{1}{1-e^{-2\pi/k}} .$$

Acting on 1s, $\boldsymbol\epsilon\cdot\mathbf p$ gives $i\cos\theta\,\psi$. The angular integral contributes $1/\sqrt3$, so

$$\sigma_C=\frac{4\pi^2\alpha}{3\omega}\left|\int_0^\infty u\,2re^{-r}dr\right|^2 .$$

Integrating the series for ${}_1F_1(b;4;\cdot)$ term by term against $r^3e^{-sr}$ gives, for real $s>2k$, a convergent binomial series with sum $6s^{-4}(1-2ik/s)^{-b}$. The integral converges for every $s$ with positive real part, because ${}_1F_1(b;4;2ikr)$ does not grow exponentially. Both the integral and the closed form are analytic in that half-plane, where the closed form has no branch point, so they agree throughout it, even where the series diverges. For $s=1+ik$ and $b=2+i/k$ this is

$$\frac{6}{(1+k^2)^2}\left(\frac{1-ik}{1+ik}\right)^{-i/k}=\frac{6\,e^{-2\arctan(k)/k}}{(1+k^2)^2}.$$

The squared radial integral is then

$$\frac{2}{\pi k}\,C^2k^4\cdot4\cdot\frac{36\,e^{-4\arctan(k)/k}}{(1+k^2)^4}
=\frac{64\,e^{-4\arctan(k)/k}}{(1+k^2)^3(1-e^{-2\pi/k})},$$

and with $1/\omega=2/(1+k^2)$,

$$\sigma_C=\frac{512\pi^2\alpha}{3(1+k^2)^4}\,\frac{e^{-4\arctan(k)/k}}{1-e^{-2\pi/k}} .$$

### Two limits

Dividing by $\sigma_V$,

$$\frac{\sigma_C}{\sigma_V}=\frac{2\pi(1+k^2)}{k^3}\,\frac{e^{-4\arctan(k)/k}}{1-e^{-2\pi/k}} .$$

For large $k$, $\arctan k\to\pi/2$. With $y=2\pi/k$ the ratio becomes $y/(e^y-1)\approx1-y/2=1-\pi/k$. The velocity form therefore has the right high-energy limit, and the length form ends four times too large. The approach is slow, since the correction falls only as $1/k$. This limit belongs to the nonrelativistic dipole model: at 10000 eV, the last row of the table below, photon momentum alone would already change $\sigma_V$ by about 4 %, and the kinetic energy is 2 % of the rest energy. Relativistic terms are then of the same order as the photon-momentum term, so 4 % is the size of one neglected term, not the net correction.

At threshold, $\arctan(k)/k\to1$ and $\sigma_C$ tends to the finite value $512\pi^2\alpha e^{-4}/3$, whereas both plane-wave results vanish as $k^3$. Neither form is usable there.

| Photon energy (eV) | $\sigma_V/\sigma_C$ | $\sigma_L/\sigma_C$ |
|---:|---:|---:|
| 14 | 0.040 | 0.160 |
| 20 | 1.163 | 4.650 |
| 91.84 | 2.143 | 8.570 |
| 1000 | 1.381 | 5.525 |
| 10000 | 1.118 | 4.471 |

At 14 eV the length form is the nearer one, but it is still too small by a factor of about six. Between 14 and 20 eV each plane-wave curve crosses the Coulomb curve, so agreement at a single energy there would not validate either form.

### A sum rule

The integrated oscillator strength is $S=\int\sigma\,d\omega/(2\pi^2\alpha)$. Over a complete set of final states, bound lines included, it equals

$$\sum_f2(E_f-E_i)|\langle f|z|i\rangle|^2=\langle i|[z,[H,z]]|i\rangle=1,$$

because $[H,z]=-ip_z$ and $[z,-ip_z]=1$. For the plane-wave velocity form, $d\omega=k\,dk$ and $k=\tan t$ give

$$\int_0^\infty\frac{k^4dk}{(1+k^2)^5}=\int_0^{\pi/2}\sin^4t\cos^4t\,dt=\frac{3\pi}{256},$$

so $S_V=1/2$ and $S_L=4S_V=2$. The length form assigns the continuum twice the strength available to one electron in its whole spectrum. With the Coulomb final state the continuum has 0.435 and the bound lines 0.565. The velocity value is not far from 0.435, although its distribution over energy is wrong.

## The real setting

A wavelength of 135 Å (13.5 nm) is that of extreme-ultraviolet lithography, whose tools contain low-pressure hydrogen. That gas is mainly molecular, so these atomic cross sections are not its absorption coefficient, nor do they describe a resist. For the free atom, the assumption that matters most is the missing final-state attraction: restoring it lowers the velocity result by 53 %, to 0.0252 Mb. A rough 2 % source bandwidth makes $\sigma_C$ vary by about 6 % from edge to edge. Photon momentum changes $\sigma_V$ by a fraction $2.5\times10^{-4}$. The kinetic energy is $1.5\times10^{-4}$ of the electron's rest energy, and the electron-to-proton mass ratio, which sets the scale of the recoil correction, is $5.4\times10^{-4}$. None of these small effects can account for a factor of 4. The disagreement between the forms comes from the final state. It warns that neither plane-wave number can be trusted at this wavelength: the velocity form is too large by a factor of 2.1 and the length form by a factor of 8.6.

## Values computed for the example and the checks

```
EXAMPLE: free hydrogen atom, 1s
photon wavelength: 135.0 angstrom
photon energy: 91.840 eV
1s binding energy, fixed nucleus: 13.6057 eV
electron kinetic energy: 78.234 eV
Bohr radius a0: 0.529177 angstrom
k a0: 2.3979 (dimensionless)
k: 4.5315 1/angstrom
amplitudes for emission along the polarization:
  |D|: 0.09008 angstrom^(5/2)
  |P|/(m omega): 0.04504 angstrom^(5/2)
  amplitude ratio: 2.00000000
sigma velocity: 5.3900e-04 angstrom^2 = 0.05390 Mb
sigma length: 2.1560e-03 angstrom^2 = 0.21560 Mb
sigma Coulomb: 2.5157e-04 angstrom^2 = 0.02516 Mb
velocity / Coulomb: 2.143
length / Coulomb: 8.570
TABLE: photon eV | velocity, length, Coulomb angstrom^2 | V/C | L/C
       14 | 2.343e-03 9.372e-03 5.841e-02 | 0.040 | 0.160
       20 | 2.572e-02 1.029e-01 2.212e-02 | 1.163 | 4.650
       50 | 3.576e-03 1.430e-02 1.584e-03 | 2.258 | 9.031
      200 | 4.047e-05 1.619e-04 2.198e-05 | 1.841 | 7.365
     1000 | 1.577e-07 6.307e-07 1.142e-07 | 1.381 | 5.525
    10000 | 5.079e-11 2.032e-10 4.544e-11 | 1.118 | 4.471
3D QUADRATURE: photon eV | length/velocity ratio
    14.00 | 4.00000000
    20.00 | 4.00000000
    91.84 | 4.00000000
INTEGRATED OSCILLATOR STRENGTH (dimensionless)
  plane wave, velocity: 0.500000
  plane wave, length: 2.000000
  Coulomb continuum: 0.434996
  bound lines: 0.565004
LIMITS OF THE FACTOR 4, at the example photon energy
  2s length/velocity ratio: 3.6864
  origin shift along polarization: 0.5 angstrom
  1s ratio after that shift: 9.306
NEGLECTED EFFECTS, at the example photon energy
  final-state attraction, Coulomb/velocity - 1: -0.533
  photon momentum, change of sigma velocity: 2.53e-04
  kinetic energy / electron rest energy: 1.53e-04
  electron / proton mass: 5.45e-04
  sigma Coulomb spread over a rough 2% band: 0.062
```
